**Pulay pressure of a fixed plane-wave set in a model crystal**

When the integer labels of the plane waves are held fixed, the virial pressure is P_N = P_cut + P_Pulay, with P_Pulay = (2/3V) ∂E/∂ln E_cut ≤ 0. Here V is the cell volume, E the energy per cell, E_cut the kinetic-energy cutoff, and P_cut the pressure at constant cutoff. The program diagonalises a simple cubic crystal of exponential wells with two independent electrons per cell. It asserts that the virial pressure matches a finite difference of the fixed-label energy, and that P_N − P_cut agrees with the slope from a separate cutoff scan within 8%. It also asserts that the basis error changes much less with volume at fixed cutoff than at fixed labels. The output gives −1.22 GPa for the pressure difference and −1.19 GPa for the Pulay formula. The rest volume is 26.25 Å³ with fixed labels, 27.08 Å³ at constant cutoff, and 27.05 Å³ with fixed labels and a corrected target pressure. In the cell dynamics the fixed-label energy is the same at both turning points, while the constant-cutoff energy is 10.6 meV higher at the smaller volume.

## Check in Python

```python
# Result under test: with the integer labels of the plane waves held fixed,
#   P_fixed = P_cut + P_pulay,   P_pulay = (2/(3V)) dE/d(ln Ecut) <= 0,
# because the effective cutoff changes as V**(-2/3).
# V: cell volume; E: energy per cell; Ecut: kinetic-energy cutoff;
# P_fixed: -dE/dV at fixed labels; P_cut: -dE/dV at fixed cutoff.
# Model: simple cubic crystal, exponential well on each site, two independent
# electrons per cell in the lowest band, and an ion repulsion ~ V**(-4).
# Internal units: eV, angstrom, fs. The variable x is ln(V/V0).
import numpy as np
from numpy.polynomial import Polynomial
from scipy import constants as sc
from scipy.linalg import eigh
from scipy.optimize import brentq

H2M = sc.hbar**2 / (2 * sc.m_e * sc.e) * 1e20   # hbar^2/2m, eV A^2
GPA = sc.e * 1e30 / 1e9                       # GPa per eV/A^3
DEPTH, RANGE = 100.0, 0.4                     # well depth (eV), range (A)
A0 = 3.0
V0 = A0**3
E0 = 250.0                                    # working cutoff, eV
EREF = 600.0                                  # reference cutoff, eV


def make_basis(volume, cutoff, mesh):
    """Labels of all waves below the cutoff, for the irreducible k-points."""
    radius2 = cutoff / H2M * (volume**(1 / 3) / (2 * np.pi))**2
    m = int(np.sqrt(radius2)) + 2
    line = np.arange(-m, m + 1)
    labels = np.array(np.meshgrid(line, line, line, indexing="ij"))
    labels = labels.reshape(3, -1).T.astype(float)
    half = mesh // 2
    basis = []
    for i in range(half):
        for j in range(i, half):
            for l in range(j, half):
                copies = {1: 1, 2: 3, 3: 6}[len({i, j, l})]
                k = (2 * np.array([i, j, l]) + 1) / (2 * mesh)
                inside = ((labels + k)**2).sum(axis=1) < radius2
                basis.append((copies / half**3, k, labels[inside]))
    return basis


def electrons(volume, basis):
    """Energy, virial pressure, top of band 1 and bottom of band 2."""
    b = 2 * np.pi / volume**(1 / 3)
    energy = virial = 0.0
    top, bottom = -np.inf, np.inf
    for weight, k, g in basis:
        kinetic = H2M * b**2 * ((g + k)**2).sum(axis=1)
        norm2 = (g**2).sum(axis=1)
        diff2 = norm2[:, None] + norm2[None, :] - 2 * g @ g.T
        diff2 = np.rint(diff2).astype(int)
        s = (b * RANGE)**2 * np.arange(diff2.max() + 1)
        well = -8 * np.pi * RANGE**3 * DEPTH / volume / (1 + s)**2
        strain = well * (-1 + 4 * s / (3 * (1 + s)))   # d(well)/d(ln V)
        h = well[diff2]
        h[np.diag_indices_from(h)] += kinetic
        levels, vectors = eigh(h, subset_by_index=[0, 1])
        c = vectors[:, 0]
        energy += 2 * weight * levels[0]
        virial += 2 * weight * (2 / 3 * (c**2 @ kinetic)
                                - c @ (strain[diff2] @ c))
        top, bottom = max(top, levels[0]), min(bottom, levels[1])
    return energy, virial / volume, top, bottom


def count(basis):
    return sum(w * len(g) for w, k, g in basis)


# Reference calculations and the strength of the ion repulsion
ref = {x: electrons(V0 * np.exp(x), make_basis(V0 * np.exp(x), EREF, 4))
       for x in (-0.1, 0.0, 0.1)}
gap = ref[0.0][3] - ref[0.0][2]
assert gap > 0                                # lowest band really is filled
p_el_ref = ref[0.0][1]
assert p_el_ref < 0                           # electrons bind the crystal
strength = -p_el_ref * V0 / 4


def repulsion(x):
    return strength * np.exp(-4 * x)


def p_repulsion(x):
    return 4 * repulsion(x) / (V0 * np.exp(x))


e500 = electrons(V0, make_basis(V0, 500.0, 4))[0]
p_ref_pulay = 2 / (3 * V0) * (ref[0.0][0] - e500) / np.log(EREF / 500.0)
mesh_change = (electrons(V0, make_basis(V0, 400.0, 6))[0]
               - electrons(V0, make_basis(V0, 400.0, 4))[0])
assert abs(mesh_change) < 1e-3

# Fixed labels: energy and virial pressure at seven volumes
fixed = make_basis(V0, E0, 6)
x_fixed = np.linspace(-0.15, 0.15, 7)
data = np.array([electrons(V0 * np.exp(x), fixed)[:2] for x in x_fixed])
p_el_fixed = Polynomial.fit(x_fixed, data[:, 1], 6)


def p_fixed(x):
    return p_el_fixed(x) + p_repulsion(x)


# The virial pressure is the derivative of the fixed-label energy
h = 1e-3
e_plus = electrons(V0 * np.exp(h), fixed)[0]
e_minus = electrons(V0 * np.exp(-h), fixed)[0]
p_difference = -(e_plus - e_minus) / (V0 * (np.exp(h) - np.exp(-h)))
assert abs(p_difference / data[3, 1] - 1) < 1e-4

# Effective cutoff read off from the fastest wave in the expanded cell
b_big = 2 * np.pi / (V0 * np.exp(0.1))**(1 / 3)
fastest = max(H2M * b_big**2 * ((g + k)**2).sum(axis=1).max()
              for w, k, g in fixed)
e_eff = E0 * np.exp(-0.2 / 3)
assert 0.99 < fastest / e_eff <= 1 + 1e-9

# Constant cutoff: energies at many volumes, smoothed by a quartic
x_cut = np.linspace(-0.15, 0.15, 13)
e_cut = np.array([electrons(V0 * np.exp(x),
                            make_basis(V0 * np.exp(x), E0, 6))[0]
                  for x in x_cut])
e_cut_fit = Polynomial.fit(x_cut, e_cut, 4)
de_cut = e_cut_fit.deriv()


def p_cut(x):
    return -de_cut(x) / (V0 * np.exp(x)) + p_repulsion(x)


# Cutoff scan at one volume: slope dE/d(ln Ecut)
log_cut = np.linspace(-0.15, 0.15, 13)
scan = np.array([electrons(V0, make_basis(V0, E0 * np.exp(y), 6))[0]
                 for y in log_cut])
assert np.all(np.diff(scan) <= 1e-9)          # more waves, lower energy
slope = Polynomial.fit(log_cut, scan, 3).deriv()(0.0)
p_pulay = 2 * slope / (3 * V0)
p_gap = p_fixed(0.0) - p_cut(0.0)
assert p_pulay < 0
assert abs(p_gap / p_pulay - 1) < 0.08        # shell noise of finite k-mesh

# Basis error against the reference at three volumes
x_three = (-0.1, 0.0, 0.1)
err_cut = [e_cut[i] - ref[x][0] for i, x in zip((2, 6, 10), x_three)]
err_fix = [data[i, 0] - ref[x][0] for i, x in zip((1, 3, 5), x_three)]
assert err_fix[0] < err_fix[1] < err_fix[2]
assert abs(err_cut[2] - err_cut[0]) < 0.25 * (err_fix[2] - err_fix[0])

# Rest volumes at zero external pressure
x_n = brentq(p_fixed, -0.15, 0.0)
x_c = brentq(p_cut, -0.1, 0.1)
x_corr = brentq(lambda x: p_fixed(x) - p_pulay, -0.1, 0.1)
v_n, v_c, v_corr = V0 * np.exp([x_n, x_c, x_corr])
assert v_n < v_c and v_n < V0
assert abs(v_corr / v_c - 1) < 0.01
assert abs(v_corr - V0) < abs(v_n - V0)
bulk = -(p_fixed(h) - p_fixed(-h)) / (2 * h)
x_linear = p_fixed(0.0) / bulk
assert abs(x_linear / x_n - 1) < 0.25

# Cell-only dynamics with fixed labels, one full period, starting at rest
mass, dt = 100.0, 1.0                         # eV fs^2/A^6, fs
volume, speed = V0, 0.0
history = [volume]
force = p_fixed(0.0)
for step in range(20000):
    middle = speed + 0.5 * dt * force / mass
    volume += dt * middle
    force = p_fixed(np.log(volume / V0))
    new_speed = middle + 0.5 * dt * force / mass
    history.append(volume)
    if speed > 0 and new_speed <= 0:
        break
    speed = new_speed
else:
    raise AssertionError("no full period")
period = dt * (len(history) - 1)
v_min, v_mean = min(history), np.mean(history)
x_min = np.log(v_min / V0)
rise_fixed = (electrons(v_min, fixed)[0] + repulsion(x_min)
              - data[3, 0] - repulsion(0.0))
rise_cut = (e_cut_fit(x_min) + repulsion(x_min)
            - e_cut_fit(0.0) - repulsion(0.0))
assert abs(rise_fixed) < 2e-5                 # turning points: same energy
assert rise_cut > 10 * abs(rise_fixed)
assert v_mean < v_c

print(f"lattice constant at start: {A0:.1f} A")
print(f"starting volume V0: {V0:.1f} A^3")
print(f"well depth: {DEPTH:.0f} eV")
print(f"well range: {RANGE:.1f} A")
print(f"working cutoff: {E0:.0f} eV")
print(f"reference cutoff: {EREF:.0f} eV")
print(f"repulsion energy at V0: {strength:.4f} eV")
print(f"gap above filled band (sampled k): {gap:.2f} eV")
print(f"energy change, k-mesh 4^3 to 6^3: {mesh_change:.1e} eV")
print(f"Pulay pressure left in reference: {p_ref_pulay*GPA:.3f} GPa")
print("-- cell expanded to ln(V/V0) = 0.1 --")
print(f"expanded volume: {V0*np.exp(0.1):.2f} A^3")
print(f"effective cutoff, formula: {e_eff:.1f} eV")
print(f"fastest wave in fixed basis: {fastest:.1f} eV")
print(f"mean waves per k, fixed labels: {count(fixed):.1f}")
n_big = count(make_basis(V0 * np.exp(0.1), E0, 6))
print(f"mean waves per k, fixed cutoff: {n_big:.1f}")
print("-- basis error against reference --")
for x, ec, ef in zip(x_three, err_cut, err_fix):
    print(f"ln(V/V0)={x:+.1f}: fixed cutoff {ec:.4f} eV, "
          f"fixed labels {ef:.4f} eV")
print("-- pressures at V0 --")
print(f"electron virial pressure: {data[3,1]*GPA:.4f} GPa")
print(f"same by finite difference: {p_difference*GPA:.4f} GPa")
print(f"total P, fixed labels: {p_fixed(0.0)*GPA:.3f} GPa")
print(f"total P, fixed cutoff: {p_cut(0.0)*GPA:.3f} GPa")
print(f"difference of the two: {p_gap*GPA:.3f} GPa")
print(f"dE/d(ln Ecut) at V0: {slope:.4f} eV")
print(f"Pulay pressure from slope: {p_pulay*GPA:.3f} GPa")
print(f"difference / Pulay formula: {p_gap/p_pulay:.3f}")
print("-- rest volumes at zero external pressure --")
print(f"fixed labels: {v_n:.3f} A^3")
print(f"fixed cutoff: {v_c:.3f} A^3")
print(f"fixed labels, corrected target: {v_corr:.3f} A^3")
print(f"shift of fixed labels from V0: {100*(v_n/V0-1):.2f} %")
print(f"bulk modulus, fixed labels, V0: {bulk*GPA:.1f} GPa")
print(f"ln(V/V0), linear estimate: {x_linear:.4f}")
print(f"ln(V/V0), actual: {x_n:.4f}")
print("-- cell dynamics from V0 at rest --")
print(f"cell mass: {mass:.0f} eV fs^2/A^6")
print(f"time step: {dt:.0f} fs")
print(f"period: {period:.0f} fs")
print(f"smallest volume: {v_min:.3f} A^3")
print(f"mean volume over period: {v_mean:.3f} A^3")
print(f"energy rise V0 to smallest, labels: {rise_fixed*1000:.4f} meV")
print(f"energy rise V0 to smallest, cutoff: {rise_cut*1000:.2f} meV")
print("every check passed")
```

It prints:

```
lattice constant at start: 3.0 A
starting volume V0: 27.0 A^3
well depth: 100 eV
well range: 0.4 A
working cutoff: 250 eV
reference cutoff: 600 eV
repulsion energy at V0: 0.7398 eV
gap above filled band (sampled k): 9.00 eV
energy change, k-mesh 4^3 to 6^3: 7.2e-04 eV
Pulay pressure left in reference: -0.095 GPa
-- cell expanded to ln(V/V0) = 0.1 --
expanded volume: 29.84 A^3
effective cutoff, formula: 233.9 eV
fastest wave in fixed basis: 233.1 eV
mean waves per k, fixed labels: 242.0
mean waves per k, fixed cutoff: 267.9
-- basis error against reference --
ln(V/V0)=-0.1: fixed cutoff 0.0922 eV, fixed labels 0.0735 eV
ln(V/V0)=+0.0: fixed cutoff 0.0915 eV, fixed labels 0.0915 eV
ln(V/V0)=+0.1: fixed cutoff 0.0912 eV, fixed labels 0.1137 eV
-- pressures at V0 --
electron virial pressure: -18.6805 GPa
same by finite difference: -18.6806 GPa
total P, fixed labels: -1.121 GPa
total P, fixed cutoff: 0.101 GPa
difference of the two: -1.223 GPa
dE/d(ln Ecut) at V0: -0.2996 eV
Pulay pressure from slope: -1.185 GPa
difference / Pulay formula: 1.032
-- rest volumes at zero external pressure --
fixed labels: 26.248 A^3
fixed cutoff: 27.082 A^3
fixed labels, corrected target: 27.049 A^3
shift of fixed labels from V0: -2.78 %
bulk modulus, fixed labels, V0: 35.4 GPa
ln(V/V0), linear estimate: -0.0317
ln(V/V0), actual: -0.0282
-- cell dynamics from V0 at rest --
cell mass: 100 eV fs^2/A^6
time step: 1 fs
period: 614 fs
smallest volume: 25.554 A^3
mean volume over period: 26.293 A^3
energy rise V0 to smallest, labels: 0.0000 meV
energy rise V0 to smallest, cutoff: 10.62 meV
every check passed
```
